# Hermitian and Covariant Energy Projectors for the Free Dirac Equation: a program that tests the result

```python
"""
Hermitian and covariant projectors of the free Dirac equation (hbar = c = 1).

Result under test, for m > 0 and E = +sqrt(p^2 + m^2):
    P_plus(p)  =  (m/E) L_plus(p)   gamma0
    P_minus(p) = -(m/E) L_minus(-p) gamma0
P_plus, P_minus : (1 +- H/E)/2 with H = alpha.p + beta m
L_plus, L_minus : (+-pslash + m)/(2m) with pslash = gamma0 E - gamma.p
The argument -p reverses the three-momentum only; E stays positive.

The P are built here from eigenvectors of H, the L from the null spaces
of pslash - m and pslash + m, so neither uses its closed formula.
"""
import numpy as np
from scipy.linalg import expm, null_space

I2, I4, Z2 = np.eye(2), np.eye(4), np.zeros((2, 2))
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
SPATIAL = [np.block([[Z2, s], [-s, Z2]]) for s in PAULI]
DIRAC = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)] + SPATIAL
WEYL = [np.block([[Z2, I2], [I2, Z2]]).astype(complex)] + SPATIAL


def energy(p, m):
    return np.sqrt(p @ p + m * m)


def dot3(matrices, p):
    return sum(a * b for a, b in zip(matrices, p))


def alphas(g):
    return [g[0] @ gi for gi in g[1:]]


def hamiltonian(g, p, m):
    return dot3(alphas(g), p) + m * g[0]


def slash(g, p, m):
    return energy(p, m) * g[0] - dot3(g[1:], p)


def hermitian_projectors(g, p, m):
    """Orthogonal projectors on the eigenspaces of H with energy +E, -E."""
    values, vectors = np.linalg.eigh(hamiltonian(g, p, m))
    assert np.allclose(values, energy(p, m) * np.array([-1, -1, 1, 1]))
    low, high = vectors[:, :2], vectors[:, 2:]
    return high @ high.conj().T, low @ low.conj().T


def covariant_projectors(g, p, m):
    """Oblique projectors on the solutions of pslash w = +m w, -m w."""
    ps = slash(g, p, m)
    plus = null_space(ps - m * I4, rcond=1e-10)
    minus = null_space(ps + m * I4, rcond=1e-10)
    assert plus.shape == (4, 2) and minus.shape == (4, 2)
    basis = np.hstack([plus, minus])
    inverse = np.linalg.inv(basis)
    return plus @ inverse[:2], minus @ inverse[2:]


def same(a, b):
    return np.allclose(a, b, rtol=1e-9, atol=1e-10)


def boost_spinor(g, rapidity):
    return expm(0.5 * dot3(alphas(g), rapidity))


def boost_vector(rapidity):
    generator = np.zeros((4, 4))
    generator[0, 1:] = rapidity
    generator[1:, 0] = rapidity
    return expm(generator)


cases = [(np.array([0.25, 0.5, 0.5]), 1.0),
         (np.array([-1.3, 0.4, 2.1]), 0.7),
         (np.array([0.2, -3.0, 0.9]), 2.5)]
largest_error = 0.0

for g in (DIRAC, WEYL):
    g0 = g[0]
    for p, m in cases:
        E = energy(p, m)
        H, ps = hamiltonian(g, p, m), slash(g, p, m)
        Pp, Pm = hermitian_projectors(g, p, m)
        Lp, Lm = covariant_projectors(g, p, m)
        Pp_rev, Pm_rev = hermitian_projectors(g, -p, m)
        Lp_rev, Lm_rev = covariant_projectors(g, -p, m)

        # closed formulas against the constructions from eigenspaces
        assert same(Pp, (I4 + H / E) / 2) and same(Pm, (I4 - H / E) / 2)
        assert same(Lp, (ps + m * I4) / (2 * m))
        assert same(Lm, (-ps + m * I4) / (2 * m))
        assert same(H @ H, E**2 * I4) and same(ps @ ps, m**2 * I4)
        assert same(ps @ g0, E * I4 + dot3(alphas(g), p))

        # main relations, gamma0 on the right and on the left
        errors = [Pp - m / E * Lp @ g0, Pm + m / E * Lm_rev @ g0,
                  Pp - m / E * g0 @ Lp_rev, Pm + m / E * g0 @ Lm]
        largest_error = max(largest_error,
                            max(np.abs(e).max() for e in errors))
        assert largest_error < 1e-10

        # without the momentum reversal one gets the projector at -p
        unreversed = -m / E * Lm @ g0
        assert same(unreversed, Pm_rev) and not same(unreversed, Pm)
        assert np.isclose(np.linalg.norm(unreversed - Pm, 2),
                          np.sqrt(p @ p) / E)

        # symmetry and size of the covariant projectors
        for L, L_rev in ((Lp, Lp_rev), (Lm, Lm_rev)):
            assert same(g0 @ L.conj().T @ g0, L)
            assert same(g0 @ L @ g0, L_rev)
            assert not same(L, L.conj().T)
            assert np.isclose(np.linalg.norm(L, 2), E / m)

        # spinors boosted from rest: norms, momentum sign, spin sums
        length = np.sqrt(p @ p)
        S = boost_spinor(g, np.arccosh(E / m) * p / length)
        rest = np.linalg.eigh(g0)[1]
        v, u = S @ rest[:, :2], S @ rest[:, 2:]
        udag, vdag = u.conj().T, v.conj().T
        assert same(udag @ g0 @ u, I2) and same(vdag @ g0 @ v, -I2)
        assert same(udag @ u, E / m * I2) and same(vdag @ v, E / m * I2)
        assert same(H @ u, E * u)
        assert same(hamiltonian(g, -p, m) @ v, -E * v)
        assert same(u @ udag @ g0, Lp) and same(v @ vdag @ g0, -Lm)
        assert same(u @ udag, E / m * Pp)
        assert same(v @ vdag, E / m * Pm_rev)

        # a further boost in another direction
        rapidity = np.array([0.5, -0.3, 0.4])
        T = boost_spinor(g, rapidity)
        q4 = boost_vector(rapidity) @ np.concatenate([[E], p])
        Eq, q = q4[0], q4[1:]
        Lp_q, Lm_q = covariant_projectors(g, q, m)
        Pp_q = hermitian_projectors(g, q, m)[0]
        Pm_q_rev = hermitian_projectors(g, -q, m)[1]
        Tinv = np.linalg.inv(T)
        assert same(Lp_q, T @ Lp @ Tinv) and same(Lm_q, T @ Lm @ Tinv)
        assert same(Eq * Pp_q, E * T @ Pp @ T.conj().T)
        assert same(Eq * Pm_q_rev, E * T @ Pm_rev @ T.conj().T)

# at rest the two pairs of projectors coincide up to nothing at all
rest_P = hermitian_projectors(DIRAC, np.zeros(3), 1.0)
rest_L = covariant_projectors(DIRAC, np.zeros(3), 1.0)
assert same(rest_P[0], rest_L[0]) and same(rest_P[1], rest_L[1])

# worked example in the Dirac representation
p, m = cases[0]
E, plen = energy(p, m), np.sqrt(p @ p)
g0 = DIRAC[0]
chi = np.array([1, 0, 0, 0], complex)
Pp, Pm = hermitian_projectors(DIRAC, p, m)
Lp, Lm = covariant_projectors(DIRAC, p, m)
Lm_rev = covariant_projectors(DIRAC, -p, m)[1]


def norm2(w):
    return np.vdot(w, w).real


def adjoint_norm(w):
    return np.vdot(w, g0 @ w).real


def show(label, w):
    w = np.round(w, 10) + 0.0
    parts = []
    for z in w:
        re, im = float(z.real) + 0.0, float(z.imag) + 0.0
        parts.append(f"{re:+.4f}{im:+.4f}i")
    print(f"{label}: " + ", ".join(parts))


hp, hm, cp, cm = Pp @ chi, Pm @ chi, Lp @ chi, Lm @ chi
wrong = -m / E * Lm @ g0 @ chi
fraction = norm2(Pp @ wrong) / norm2(wrong)
assert np.isclose(norm2(hp), (1 + m / E) / 2)
assert np.isclose(norm2(hm), (1 - m / E) / 2)
assert np.isclose(norm2(cp), E * (E + m) / (2 * m**2))
assert np.isclose(norm2(cm), E * (E - m) / (2 * m**2))
assert np.isclose(adjoint_norm(cp), (m + E) / (2 * m))
assert np.isclose(adjoint_norm(cm), (m - E) / (2 * m))
assert np.isclose(fraction, plen**2 / E**2)

print("Units: hbar = c = 1; momentum and energy in units of m")
print(f"mass m: {m:.4f}")
print("momentum p (x, y, z): " + ", ".join(f"{x:.4f}" for x in p))
print(f"|p|: {plen:.4f}   E: {E:.4f}")
print(f"m/E: {m / E:.4f}   E/m: {E / m:.4f}   (dimensionless)")
print("Components of projected chi = (1,0,0,0), dimensionless:")
show("P_plus(p) chi", hp)
show("P_minus(p) chi", hm)
show("L_plus(p) chi", cp)
show("L_minus(p) chi", cm)
show("L_minus(-p) chi", Lm_rev @ chi)
show("-(m/E) L_minus(-p) gamma0 chi", -m / E * Lm_rev @ g0 @ chi)
show("-(m/E) L_minus(p) gamma0 chi, not reversed", wrong)
print("Squared norms and adjoint norms, dimensionless:")
print(f"P_plus chi, P_minus chi: {norm2(hp):.6f}, {norm2(hm):.6f}")
print(f"their sum: {norm2(hp) + norm2(hm):.6f}")
print(f"L_plus chi, L_minus chi: {norm2(cp):.6f}, {norm2(cm):.6f}")
print(f"their sum: {norm2(cp) + norm2(cm):.6f}")
print(f"adjoint norm of L_plus chi: {adjoint_norm(cp):.6f}")
print(f"adjoint norm of L_minus chi: {adjoint_norm(cm):.6f}")
print(f"their sum: {adjoint_norm(cp) + adjoint_norm(cm):.6f}")
print("Effect of omitting the momentum reversal, dimensionless:")
print(f"positive-energy fraction at p: {fraction:.4f}")
print("spectral norm of projector error: "
      f"{np.linalg.norm(-m / E * Lm @ g0 - Pm, 2):.4f}")
print(f"spectral norm of L_plus(p): {np.linalg.norm(Lp, 2):.4f}")
print(f"momentum-mass cases: {len(cases)}, representations: 2")
print(f"largest entry error in main relations below 1e-10: "
      f"{largest_error < 1e-10}")
print("verified")
```

Running it gives:

```
Units: hbar = c = 1; momentum and energy in units of m
mass m: 1.0000
momentum p (x, y, z): 0.2500, 0.5000, 0.5000
|p|: 0.7500   E: 1.2500
m/E: 0.8000   E/m: 1.2500   (dimensionless)
Components of projected chi = (1,0,0,0), dimensionless:
P_plus(p) chi: +0.9000+0.0000i, +0.0000+0.0000i, +0.2000+0.0000i, +0.1000+0.2000i
P_minus(p) chi: +0.1000+0.0000i, +0.0000+0.0000i, -0.2000+0.0000i, -0.1000-0.2000i
L_plus(p) chi: +1.1250+0.0000i, +0.0000+0.0000i, +0.2500+0.0000i, +0.1250+0.2500i
L_minus(p) chi: -0.1250+0.0000i, +0.0000+0.0000i, -0.2500+0.0000i, -0.1250-0.2500i
L_minus(-p) chi: -0.1250+0.0000i, +0.0000+0.0000i, +0.2500+0.0000i, +0.1250+0.2500i
-(m/E) L_minus(-p) gamma0 chi: +0.1000+0.0000i, +0.0000+0.0000i, -0.2000+0.0000i, -0.1000-0.2000i
-(m/E) L_minus(p) gamma0 chi, not reversed: +0.1000+0.0000i, +0.0000+0.0000i, +0.2000+0.0000i, +0.1000+0.2000i
Squared norms and adjoint norms, dimensionless:
P_plus chi, P_minus chi: 0.900000, 0.100000
their sum: 1.000000
L_plus chi, L_minus chi: 1.406250, 0.156250
their sum: 1.562500
adjoint norm of L_plus chi: 1.125000
adjoint norm of L_minus chi: -0.125000
their sum: 1.000000
Effect of omitting the momentum reversal, dimensionless:
positive-energy fraction at p: 0.3600
spectral norm of projector error: 0.6000
spectral norm of L_plus(p): 1.2500
momentum-mass cases: 3, representations: 2
largest entry error in main relations below 1e-10: True
verified
```
